# Homoconjugation in Acid Titration: Fixed Midpoint, Steeper Curve: test program

```python
"""
Result under test: homoconjugation HA + A- <=> HA2- (constant K) leaves
pH = pKa at half-neutralization, and makes pH(x) steeper at every 0 < x < 1,
when free H+ is negligible and the solution is ideal.
Symbols: x = neutralized fraction, C = total acid (mol/L), kappa = K*C,
a = [A-]/C, b = [HA]/C, y = [HA2-]/C, Ka = acid dissociation constant.
The reference side solves all mass and charge balances numerically,
free H+ included; the other side is the derived closed formulas.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy import constants as const

LN10 = np.log(10.0)
TINY_KA = 1e-20


def balance_log_ratio(x, C, K, Ka, pair=0.0, aggregate=0.0, hydration=0.0):
    """ln([A-]/[HA]) from full balances.
    pair: M+ + A- constant; aggregate: HA + HA2- constant (L/mol);
    hydration: ratio of hydrated to bare A- at fixed water content."""
    def species(log_ratio, log_ha):
        ha = np.exp(log_ha)
        anion = ha * np.exp(log_ratio)
        homo = K * ha * anion
        triple = aggregate * ha * homo
        cation = x * C / (1.0 + pair * anion)
        return ha, anion, homo, triple, cation

    def charge_excess(log_ratio):
        def acid_excess(log_ha):
            ha, anion, homo, triple, cation = species(log_ratio, log_ha)
            total = (ha + anion * (1 + hydration) + 2 * homo + 3 * triple
                     + pair * cation * anion)
            return total / C - 1.0
        log_ha = brentq(acid_excess, np.log(C) - 60, np.log(C),
                        xtol=1e-14, rtol=1e-14)
        ha, anion, homo, triple, cation = species(log_ratio, log_ha)
        proton = Ka * np.exp(-log_ratio)
        negative = anion * (1 + hydration) + homo + triple
        return (negative - cation - proton) / C

    return brentq(charge_excess, -25, 25, xtol=1e-14, rtol=1e-14)


def closed_species(x, kappa):
    q = x * (1 - x)
    y = 2 * kappa * q / (kappa + 1 + np.sqrt((kappa + 1)**2 - 4 * kappa**2 * q))
    return x - y, 1 - x - y, y


def steepening(x, kappa):
    a, b, _ = closed_species(x, kappa)
    return (1 + 2*kappa*a*b) * (1 + kappa**2*a*b / (1 + kappa*(a + b)))


def derivative(function, x, step=1e-4):
    return (function(x + step) - function(x - step)) / (2 * step)


# Closed curve, displacement and slope against the numerical balances.
C = 0.010
for kappa in (0.3, 12.0, 300.0):
    def curve(x):
        return balance_log_ratio(x, C, kappa / C, TINY_KA)

    def ordinary(x):
        return balance_log_ratio(x, C, 0.0, TINY_KA)
    assert abs(curve(0.5)) < 1e-10
    for x in (0.02, 0.1, 0.3, 0.45, 0.5, 0.6, 0.8, 0.98):
        a, b, _ = closed_species(x, kappa)
        assert abs(curve(x) - np.log(a / b)) < 1e-8
        shift = curve(x) - ordinary(x)
        assert abs(shift - np.log((1 + kappa*a) / (1 + kappa*b))) < 1e-8
        if x != 0.5:
            assert shift * (x - 0.5) > 0
        slope = derivative(curve, x)
        slope_formula = ((a + b + 4*kappa*a*b)
                         / (a*b*(1 + kappa*(a + b))))
        # finite-difference truncation sets this tolerance
        assert abs(slope / slope_formula - 1) < 1e-4
        ratio = slope / derivative(ordinary, x)
        assert ratio > 1
        assert abs(ratio / steepening(x, kappa) - 1) < 1e-4
    centre_slope = 2 * (1 + np.sqrt(1 + 2 * kappa))
    assert abs(derivative(curve, 0.5) / centre_slope - 1) < 1e-4
    for x, sign in ((1e-5, -1), (1 - 1e-5, 1)):
        shift = curve(x) - ordinary(x)
        assert abs(shift - sign * np.log(1 + kappa)) < 1e-3

# The midpoint changes from slope minimum to local maximum at kappa = 4.
for kappa, sign in ((3.8, 1), (4.2, -1)):
    def curve(x):
        return balance_log_ratio(x, C, kappa / C, TINY_KA)
    change = derivative(curve, 0.505, 1e-3) - derivative(curve, 0.5, 1e-3)
    assert sign * change > 1e-6

# Worked example: rough regime of an aromatic sulfonic acid in acetonitrile.
pKa, K = 8.5, 1200.0
Ka, kappa = 10**(-pKa), K * C
centre_log_slope = 2 * (1 + np.sqrt(1 + 2 * kappa))

# Free-ion correction: small-Ka law, then a case where the premise fails.
trial_Ka = 1e-4 * C
trial_shift = balance_log_ratio(0.5, C, K, trial_Ka)
assert abs(trial_shift / (trial_Ka / C * centre_log_slope) - 1) < 0.01
strong_shift = balance_log_ratio(0.5, C, K, C) / LN10
assert strong_shift > 0.3

# Neglected effects; association constants are assumed trial values.
temperature, permittivity, ion_size = 298.15, 36.0, 0.5e-9
pair_K, aggregate_K, water_K, water = 10.0, 30.0, 2.0, 0.010
titrant = 0.10


def log10_gamma(ionic_strength):
    eps = permittivity * const.epsilon_0
    kT = const.k * temperature
    number = 1000 * const.N_A * ionic_strength
    inverse_length = np.sqrt(2 * number * const.e**2 / (eps * kT))
    energy = const.e**2 * inverse_length / (8 * np.pi * eps * kT)
    return -energy / (1 + inverse_length * ion_size) / LN10


def model_pH(x, homo=K, free=False, activity=False, dilute=False, **extra):
    conc = C / (1 + x * C / titrant) if dilute else C
    value = pKa + balance_log_ratio(x, conc, homo,
                                    Ka if free else TINY_KA, **extra) / LN10
    return value + (log10_gamma(conc * x) if activity else 0.0)


all_effects = dict(free=True, activity=True, dilute=True, pair=pair_K,
                   aggregate=aggregate_K, hydration=water_K * water)
cases = [("ideal", {}), ("free H+", dict(free=True)),
         ("ionic activity", dict(activity=True)),
         ("salt ion pairs", dict(pair=pair_K)),
         ("(HA)2A- aggregate", dict(aggregate=aggregate_K)),
         ("anion hydration", dict(hydration=water_K * water)),
         ("dilution", dict(dilute=True)), ("all together", all_effects)]

print(f"pKa = {pKa:.2f}; K = {K:.0f} L/mol; C = {C:.3f} mol/L")
print(f"kappa = K*C = {kappa:.2f} (dimensionless)")
a, b, y = closed_species(0.5, kappa)
print(f"half-neutralized [A-] = {a*C*1e3:.4f} mmol/L")
print(f"half-neutralized [HA] = {b*C*1e3:.4f} mmol/L")
print(f"half-neutralized [HA2-] = {y*C*1e3:.4f} mmol/L")
print("x | ordinary pH | homoconjugated pH | shift | slope ratio R")
for x in (0.1, 0.25, 0.4, 0.5, 0.6, 0.75, 0.9):
    plain, bound = model_pH(x, homo=0.0), model_pH(x)
    print(f"{x:.2f} | {plain:.3f} | {bound:.3f} | {bound-plain:+.3f}"
          f" | {steepening(x, kappa):.3f}")
print(f"pH span x=0.1 to 0.9, ordinary: "
      f"{model_pH(0.9, homo=0.0)-model_pH(0.1, homo=0.0):.3f} pH units")
print(f"pH span x=0.1 to 0.9, homoconjugated: "
      f"{model_pH(0.9)-model_pH(0.1):.3f} pH units")
print(f"limiting end shift log10(1+kappa) = {np.log10(1+kappa):.3f} pH units")
print(f"midpoint d ln([A-]/[HA])/dx = {centre_log_slope:.3f}")
print(f"midpoint slope, ordinary = {4/LN10:.3f} pH per unit x")
print(f"midpoint slope, homoconjugated = "
      f"{centre_log_slope/LN10:.3f} pH per unit x")
flat = minimize_scalar(lambda x: steepening(x, kappa) / (x * (1 - x)),
                       bounds=(0.05, 0.5), method="bounded")
assert flat.fun < centre_log_slope
print(f"flattest point below midpoint: x = {flat.x:.3f}, "
      f"slope = {flat.fun/LN10:.3f} pH per unit x")
print(f"first-order free-H+ midpoint shift = "
      f"{Ka/C*centre_log_slope/LN10:.2e} pH units")
print(f"midpoint shift if Ka = C (premise fails) = "
      f"{strong_shift:.3f} pH units")
print(f"assumed: T = {temperature:.2f} K; relative permittivity = "
      f"{permittivity:.0f}; ion size = {ion_size*1e9:.1f} nm")
print(f"assumed: ion-pair K = {pair_K:.0f} L/mol; "
      f"aggregate K = {aggregate_K:.0f} L/mol")
print(f"assumed: hydration K = {water_K:.0f} L/mol; "
      f"water = {water*1e3:.0f} mmol/L; titrant = {titrant:.2f} mol/L")
print("effect | midpoint pH-pKa | midpoint slope (pH per unit x)")
for name, options in cases:
    def effect_curve(x):
        return model_pH(x, **options)
    offset = effect_curve(0.5) - pKa
    print(f"{name} | {offset:+.2e} | {derivative(effect_curve, 0.5):.3f}")
full_slope = derivative(lambda x: model_pH(x, **all_effects), 0.5)
full_plain = derivative(lambda x: model_pH(x, homo=0.0, **all_effects), 0.5)
assert full_slope > full_plain
print(f"all effects but K = 0: midpoint slope = {full_plain:.3f} pH per unit x")
print(f"dilution changes pH at x=0.9 by "
      f"{model_pH(0.9, dilute=True)-model_pH(0.9):+.3f} pH units")
print("OK")
```

Printed output:

```
pKa = 8.50; K = 1200 L/mol; C = 0.010 mol/L
kappa = K*C = 12.00 (dimensionless)
half-neutralized [A-] = 1.6667 mmol/L
half-neutralized [HA] = 1.6667 mmol/L
half-neutralized [HA2-] = 3.3333 mmol/L
x | ordinary pH | homoconjugated pH | shift | slope ratio R
0.10 | 7.546 | 6.562 | -0.984 | 1.300
0.25 | 8.023 | 7.301 | -0.722 | 1.908
0.40 | 8.324 | 7.990 | -0.334 | 2.711
0.50 | 8.500 | 8.500 | +0.000 | 3.000
0.60 | 8.676 | 9.010 | +0.334 | 2.711
0.75 | 8.977 | 9.699 | +0.722 | 1.908
0.90 | 9.454 | 10.438 | +0.984 | 1.300
pH span x=0.1 to 0.9, ordinary: 1.908 pH units
pH span x=0.1 to 0.9, homoconjugated: 3.876 pH units
limiting end shift log10(1+kappa) = 1.114 pH units
midpoint d ln([A-]/[HA])/dx = 12.000
midpoint slope, ordinary = 1.737 pH per unit x
midpoint slope, homoconjugated = 5.212 pH per unit x
flattest point below midpoint: x = 0.257, slope = 4.418 pH per unit x
first-order free-H+ midpoint shift = 1.65e-06 pH units
midpoint shift if Ka = C (premise fails) = 0.796 pH units
assumed: T = 298.15 K; relative permittivity = 36; ion size = 0.5 nm
assumed: ion-pair K = 10 L/mol; aggregate K = 30 L/mol
assumed: hydration K = 2 L/mol; water = 10 mmol/L; titrant = 0.10 mol/L
effect | midpoint pH-pKa | midpoint slope (pH per unit x)
ideal | +1.78e-15 | 5.212
free H+ | +1.65e-06 | 5.212
ionic activity | -9.90e-02 | 5.127
salt ion pairs | -2.09e-02 | 5.074
(HA)2A- aggregate | +3.93e-02 | 5.126
anion hydration | -8.60e-03 | 5.170
dilution | +2.84e-14 | 5.111
all together | -8.84e-02 | 4.794
all effects but K = 0: midpoint slope = 1.624 pH per unit x
dilution changes pH at x=0.9 by -0.033 pH units
OK
```
